# Does Faster Surface Diffusion on Cu(111) Lower the Bonding Temperature?: verification in Python

```python
"""Does faster surface diffusion let Cu(111) bond at lower temperature than Cu(100)?

Result under test: surface diffusion alone reshapes a flat interfacial void at
constant cross-section A = a*H, with
    a^2 = ae^2 + (a0^2 - ae^2) exp(-t/tau),  ae^2 = g*A/W,
    tau = k*T*A^2 / (12*Omega*G*W).
Removing the void needs diffusion along the bonded interface.
a: void half-width, H: void height, L: half-period, b = L-a: contact half-width,
W: work of adhesion, g: side-wall energy, P: pressure, Omega: atomic volume,
G: surface mass-transport coefficient (diffusivity * coverage * layer thickness),
Gb: the same for the bonded interface, v = -da/dt, w: approach speed of the wafers.
G is built from defect energies of the Cleri-Rosato potential for copper.
"""
import numpy as np
from scipy import constants as const
from scipy.integrate import quad, solve_ivp
from scipy.optimize import brentq, minimize, minimize_scalar

kB = const.k
kB_eV = const.k / const.e

# ---------- copper potential: energies in eV, lengths in angstrom ----------
A_REP, XI, P_REP, Q_BAND, R0 = 0.0855, 1.224, 10.960, 2.278, 2.556
R_ON, R_OFF = 2.26 * R0, 2.42 * R0      # smooth cutoff beyond the fifth shell


def bulk_energy(d):
    """Energy per atom of fcc copper with nearest-neighbour distance d."""
    count = np.array([12, 6, 24, 12, 24])
    r = d * np.sqrt(np.arange(1, 6))
    repulsion = np.sum(count * A_REP * np.exp(-P_REP * (r / R0 - 1)))
    band = np.sum(count * XI**2 * np.exp(-2 * Q_BAND * (r / R0 - 1)))
    return repulsion - np.sqrt(band)


fit = minimize_scalar(bulk_energy, bounds=(2.53, 2.58), method="bounded",
                      options={"xatol": 1e-8})
d, e_bulk = fit.x, fit.fun
assert abs(d / R0 - 1) < 0.005


def pair_list(pos, box):
    i, j = np.triu_indices(len(pos), 1)
    sep = pos[j] - pos[i]
    shift = -box * np.round(sep / box)
    near = np.sum((sep + shift)**2, axis=1) < (R_OFF + 0.4 * R0)**2
    return i[near], j[near], shift[near]


def energy_gradient(pos, pairs):
    i, j, shift = pairs
    n = len(pos)
    sep = pos[j] - pos[i] + shift
    r = np.sqrt(np.sum(sep**2, axis=1))
    s = np.clip((r - R_ON) / (R_OFF - R_ON), 0, 1)
    taper = 1 - s**2 * (3 - 2 * s)
    dtaper = -6 * s * (1 - s) / (R_OFF - R_ON)
    rep = A_REP * np.exp(-P_REP * (r / R0 - 1))
    band = XI**2 * np.exp(-2 * Q_BAND * (r / R0 - 1))
    rho = (np.bincount(i, band * taper, n) + np.bincount(j, band * taper, n))
    root = np.sqrt(rho)
    energy = 2 * np.sum(rep * taper) - np.sum(root)
    slope = 2 * rep * (-P_REP / R0 * taper + dtaper)
    slope -= (0.5 / root[i] + 0.5 / root[j]) * band * (
        -2 * Q_BAND / R0 * taper + dtaper)
    pull = (slope / r)[:, None] * sep
    grad = np.column_stack([np.bincount(j, pull[:, c], n)
                            - np.bincount(i, pull[:, c], n) for c in range(3)])
    return energy, grad


# An atom added at a kink must gain exactly the bulk energy per atom.
vectors = d * np.array([[1, 0, 0], [0.5, np.sqrt(3) / 2, 0],
                        [0.5, np.sqrt(3) / 6, np.sqrt(2 / 3)]])
block = [(i, j, k) for k in range(6) for j in range(13) for i in range(13)]
block += [(i, j, 6) for j in range(6) for i in range(13)]
block += [(i, 6, 6) for i in range(6)]
open_box = np.array([1e6, 1e6, 1e6])
kink_energies = []
for sites in (block, block + [(6, 6, 6)]):
    xyz = np.array(sites, float) @ vectors
    kink_energies.append(energy_gradient(xyz, pair_list(xyz, open_box))[0])
kink_gain = kink_energies[1] - kink_energies[0]
assert abs(kink_gain - e_bulk) < 1e-6


def build_slab(face):
    if face == "111":
        basis, cell, reps = [(0, 0), (0.5, np.sqrt(3) / 2)], (1, np.sqrt(3)), (5, 3)
        offset, rise = np.array([0, 1 / np.sqrt(3)]), np.sqrt(2 / 3)
    else:
        basis, cell, reps = [(0, 0)], (1, 1), (5, 5)
        offset, rise = np.array([0.5, 0.5]), np.sqrt(0.5)
    pos = []
    for layer in range(6):
        for ix in range(reps[0]):
            for iy in range(reps[1]):
                for bx, by in basis:
                    pos.append([ix * cell[0] + bx + layer * offset[0],
                                iy * cell[1] + by + layer * offset[1],
                                layer * rise])
    box = np.array([reps[0] * cell[0] * d, reps[1] * cell[1] * d, 1e6])
    return d * np.array(pos), box, rise * d, offset * d


def relaxed_energy(pos, box, rise, held=()):
    """Minimum energy; two bottom layers and the listed coordinates are fixed."""
    pairs = pair_list(pos, box)
    free = np.ones(pos.shape, bool)
    free[pos[:, 2] < 1.5 * rise] = False
    for atom, axis in held:
        free[atom, axis] = False

    def target(x):
        trial = pos.copy()
        trial[free] = x
        energy, grad = energy_gradient(trial, pairs)
        return energy, grad[free]

    out = minimize(target, pos[free], jac=True, method="L-BFGS-B",
                   options={"maxiter": 300, "gtol": 1e-3, "ftol": 1e-11,
                            "maxcor": 20})
    return out.fun


def defect_energies(face):
    pos, box, rise, hollow = build_slab(face)
    per_layer = len(pos) // 6
    top = 5 * per_layer
    ref = pos[top]
    raw = energy_gradient(pos, pair_list(pos, box))[0]
    gamma = (raw - len(pos) * e_bulk) / (2 * box[0] * box[1])
    clean = relaxed_energy(pos, box, rise)
    n = len(pos)
    on_hollow = np.vstack([pos, ref + [hollow[0], hollow[1], rise]])
    on_bridge = np.vstack([pos, ref + [0.5 * d, 0, 0.86 * d]])
    e_ad = relaxed_energy(on_hollow, box, rise)
    e_bridge = relaxed_energy(on_bridge, box, rise, [(n, 0), (n, 1)])
    neighbour = np.argmin(np.sum((pos - ref - [d, 0, 0])**2, axis=1))
    jumped = pos.copy()
    jumped[neighbour] = ref + [0.5 * d, 0, 0.1 * d]
    moved = neighbour - 1 if neighbour > top else neighbour
    e_vac = relaxed_energy(np.delete(pos, top, 0), box, rise)
    e_vac_saddle = relaxed_energy(np.delete(jumped, top, 0), box, rise,
                                  [(moved, 0)])
    result = {"gamma": gamma * const.e * 1e20, "rise": rise,
              "ad_form": e_ad - clean - e_bulk, "ad_move": e_bridge - e_ad,
              "vac_form": e_vac + e_bulk - clean, "vac_move": e_vac_saddle - e_vac}
    if face == "100":
        rest = np.delete(pos, top, 0)
        m = len(rest)

        def exchange(s):
            side = s * d / np.sqrt(2)
            pair = np.array([ref + [side, side, 0.35 * d],
                             ref + [-side, -side, 0.35 * d]])
            return relaxed_energy(np.vstack([rest, pair]), box, rise,
                                  [(m, 0), (m, 1), (m + 1, 0), (m + 1, 1)])
        best = minimize_scalar(exchange, bounds=(0.40, 0.62), method="bounded",
                               options={"xatol": 0.01})
        result["exchange"] = best.fun - e_ad
    return result


# Analytic forces against a finite difference on a distorted slab.
rng = np.random.default_rng(3)
xyz, cell_box, _, _ = build_slab("100")
xyz = xyz + 0.05 * rng.normal(size=xyz.shape)
direction = rng.normal(size=xyz.shape)
near_pairs = pair_list(xyz, cell_box)
step = 1e-5
numeric = (energy_gradient(xyz + step * direction, near_pairs)[0]
           - energy_gradient(xyz - step * direction, near_pairs)[0]) / (2 * step)
analytic = np.sum(energy_gradient(xyz, near_pairs)[1] * direction)
assert abs(numeric - analytic) < 1e-4 * max(1, abs(analytic))

cu = {face: defect_energies(face) for face in ("111", "100")}
assert 0 < cu["111"]["ad_move"] < cu["100"]["ad_move"]
assert cu["111"]["ad_form"] > cu["100"]["ad_form"]

# ---------- jump geometry: diffusivity / (rate * d^2) ----------
HOP111, HOP100, EXC100, VAC111, VAC100 = 0.25, 1.0, 2.0, 1.5, 1.0
wave = 0.01 * np.array([np.cos(0.4), np.sin(0.4)])


def decay_diffusivity(jumps):
    return np.sum(1 - np.cos(np.array(jumps) @ wave)) / (wave @ wave)


def ring(number, length, start):
    angle = start + 2 * np.pi * np.arange(number) / number
    return length * np.column_stack([np.cos(angle), np.sin(angle)])


three = ring(3, 1 / np.sqrt(3), np.pi / 2)
honeycomb = (3 - abs(np.sum(np.exp(1j * three @ wave)))) / (wave @ wave)
assert abs(honeycomb - HOP111) < 1e-3
assert abs(decay_diffusivity(ring(4, 1, 0)) - HOP100) < 1e-3
assert abs(decay_diffusivity(ring(4, np.sqrt(2), np.pi / 4)) - EXC100) < 1e-3
assert abs(decay_diffusivity(ring(6, 1, 0)) - VAC111) < 1e-3

NU = 5e12                                # attempt frequency, 1/s
d_m = d * 1e-10
omega = d_m**3 / np.sqrt(2)
c1, c0 = cu["111"], cu["100"]
channels = {
    "111": [(2 * HOP111, c1["ad_form"] + c1["ad_move"]),   # two kinds of hollow
            (VAC111, c1["vac_form"] + c1["vac_move"])],
    "100": [(HOP100, c0["ad_form"] + c0["ad_move"]),
            (EXC100, c0["ad_form"] + c0["exchange"]),
            (VAC100, c0["vac_form"] + c0["vac_move"])],
    "equal coverage": [(HOP111, c0["ad_form"] + c1["ad_move"])],
}


def transport(face, T, lower=0.0):
    """G in m^3/s; 'lower' reduces every activation energy, in eV."""
    thickness = cu["100" if face == "100" else "111"]["rise"] * 1e-10
    total = sum(f * np.exp(-(e - lower) / (kB_eV * T)) for f, e in channels[face])
    return NU * d_m**2 * thickness * total


def interface_transport(T):
    return 5e-15 * np.exp(-1.1 / (kB_eV * T))


# ---------- void kinetics; mobility factor Omega/(k*T) set to one ----------
def void_rates(a, H, L, W, g, P, Gb, Gs, Gw):
    b = L - a
    m_vv = a * H**2 / (6 * Gs) + H**3 / (12 * Gw)
    m_vw = -a * b * H / (6 * Gs) - b * H**2 / (8 * Gw)
    m_ww = b**3 / (3 * Gb) + a * b**2 / (6 * Gs) + b**2 * H / (4 * Gw)
    f_v, f_w = W - g * H / a, L * (P + g / a)
    det = m_vv * m_ww - m_vw**2
    return (m_ww * f_v - m_vw * f_w) / det, (m_vv * f_w - m_vw * f_v) / det


def local_rates(a, H, L, W, g, P, Gb, Gs, Gw, n=50):
    """Direct solution of diffusion along contact, half side wall and terrace."""
    b = L - a
    ds = np.repeat([b / n, H / (2 * n), a / n], n)
    cond = np.repeat([Gb / 2, Gw, Gs], n)
    link = 1 / (ds[:-1] / (2 * cond[:-1]) + ds[1:] / (2 * cond[1:]))
    N = 3 * n
    mat, rhs = np.zeros((N + 3, N + 3)), np.zeros(N + 3)
    k = np.arange(N - 1)
    mat[k, k] -= link
    mat[k, k + 1] += link
    mat[k + 1, k + 1] -= link
    mat[k + 1, k] += link
    for part, sign in enumerate((0.5, -1.0, -1.0)):
        cells = slice(part * n, (part + 1) * n)
        mat[cells, N + part] = sign * ds[cells]
        mat[N + part, cells] = 1 / n
    rhs[N:] = [(P * L + g) / b, -W / H, -g / a]
    w, v, r = np.linalg.solve(mat, rhs)[N:]
    return v, w, r


for case in [(1.0, 0.1, 2.0, 1.6, 1.0, 0.5, 0.7, 1.0, 0.6),
             (0.6, 0.3, 2.0, 2.5, 1.5, 2.0, 3.0, 0.4, 1.0)]:
    v1, w1 = void_rates(*case)
    v2, w2, _ = local_rates(*case)
    assert abs(v1 / v2 - 1) < 3e-3 and abs(w1 / w2 - 1) < 3e-3

# March the local solution in time with the interface almost frozen.
W_t, g_t, a_t, H_t = 1.6, 1.0, 1.0, 0.1
area_t = a_t * H_t
tau_t = area_t**2 / (12 * W_t)
ae2_t = g_t * area_t / W_t


def shape_speed(y):
    v, w, r = local_rates(y[0], y[1], 2.0, W_t, g_t, 0.5, 1e-5, 1.0, 1e3, 30)
    return np.array([-v, -w - 2 * r])


state, dt = np.array([a_t, H_t]), 2.0 * tau_t / 80
for _ in range(80):
    s1 = shape_speed(state)
    s2 = shape_speed(state + dt * s1 / 2)
    s3 = shape_speed(state + dt * s2 / 2)
    s4 = shape_speed(state + dt * s3)
    state = state + dt * (s1 + 2 * s2 + 2 * s3 + s4) / 6
a_formula = np.sqrt(ae2_t + (a_t**2 - ae2_t) * np.exp(-2.0))
assert abs(state[0] / a_formula - 1) < 5e-3
assert abs(state[0] * state[1] / area_t - 1) < 5e-3


def removal_integral(A_start, A_end, L, W, g, P, Gb):
    """Time to shrink an equilibrium-shaped void when surface transport is fast."""
    def slowness(A):
        b = L - np.sqrt(g * A / W)
        return b**3 / (3 * Gb * L**2 * (P + np.sqrt(W * g / A)))
    return quad(slowness, A_end, A_start)[0]


def removal_slope(A, y):
    v, w = void_rates(y[0], A / y[0], 2.0, W_t, g_t, 0.5, 1.0, 1e4, 1e4)
    return [v / (2.0 * w), -1 / (2.0 * w)]


full_removal = solve_ivp(removal_slope, (0.1, 0.002), [np.sqrt(ae2_t), 0.0],
                         method="Radau", rtol=1e-7, atol=1e-10)
assert full_removal.success
quick = removal_integral(0.1, 0.002, 2.0, W_t, g_t, 0.5, 1.0)
assert abs(full_removal.y[1, -1] / quick - 1) < 0.02

# ---------- worked example: nm, J/m^2, seconds ----------
a0, H0, L0, W0, g0, P0, hold = 100.0, 5.0, 200.0, 2.5, 1.5, 1e6, 3600.0
target_fraction = 0.8
a_end = L0 * (1 - target_fraction)
area = a0 * H0
ae = np.sqrt(g0 * area / W0)
He = area / ae
T_ref = 473.15


def tau_surface(G, T):
    return kB * T * (area * 1e-18)**2 / (12 * omega * G * W0)


def surface_time(G, T):
    return tau_surface(G, T) * np.log((a0**2 - ae**2) / (a_end**2 - ae**2))


def full_time(face, T):
    G = transport(face, T)
    ratio = interface_transport(T) / G

    def slope(a, y):
        v, w = void_rates(a, y[0], L0, W0, g0, P0 * 1e-9, ratio, 1.0, 1.0)
        return [(w * L0 / a - v * y[0] / a) / v, -1 / v]
    out = solve_ivp(slope, (a0, a_end), [H0, 0.0], method="LSODA",
                    rtol=1e-7, atol=1e-9)
    assert out.success
    seconds = out.y[1, -1] * 1e-36 * kB * T / (omega * G)
    return seconds, a_end * out.y[0, -1] / area


def surface_temperature(face, lower=0.0):
    return brentq(lambda T: np.log(surface_time(transport(face, T, lower), T)
                                   / hold), 200, 1200)


def full_temperature(face):
    return brentq(lambda T: np.log(full_time(face, T)[0] / hold), 250, 1000,
                  xtol=1e-3)


T_surf = {face: surface_temperature(face) for face in channels}
T_full = {face: full_temperature(face) for face in ("111", "100")}
# Equal bonding in equal time must mean equal G/T.
scaled = [transport(f, T_surf[f]) / T_surf[f] for f in channels]
assert max(scaled) / min(scaled) - 1 < 1e-6

G1, G0 = transport("111", T_ref), transport("100", T_ref)
hop1 = HOP111 * NU * d_m**2 * np.exp(-c1["ad_move"] / (kB_eV * T_ref))
hop0 = HOP100 * NU * d_m**2 * np.exp(-c0["ad_move"] / (kB_eV * T_ref))
assert hop1 / hop0 > G1 / G0
removal = (removal_integral(area, 0.0, L0, W0, g0, P0 * 1e-9, 1.0) * 1e-36
           * kB * T_ref / (omega * interface_transport(T_ref)))
modulus = 150e9
p_close = modulus * H0 / (4 * a0)
p_adhere = np.sqrt(modulus * W0 / (np.pi * a0 * 1e-9))

print(f"Cu neighbour distance {d/10:.4f} nm, bulk energy {e_bulk:.3f} eV")
print(f"energy gained at a kink {kink_gain:.3f} eV")
for face in ("111", "100"):
    c = cu[face]
    print(f"({face}) unrelaxed surface energy {c['gamma']:.2f} J/m2")
    print(f"({face}) adatom: formation {c['ad_form']:.3f}, hop {c['ad_move']:.3f} eV")
    print(f"({face}) vacancy: formation {c['vac_form']:.3f}, "
          f"jump {c['vac_move']:.3f} eV")
    print(f"({face}) formation+migration, adatom hop {channels[face][0][1]:.3f} eV")
    print(f"({face}) formation+migration, vacancy {channels[face][-1][1]:.3f} eV")
print(f"(100) adatom exchange barrier {c0['exchange']:.3f} eV")
print(f"attempt frequency {NU:.1e} 1/s; reference temperature {T_ref-273.15:.0f} C")
print(f"adatom hop diffusivity (111) {hop1*1e4:.2e}, (100) {hop0*1e4:.2e} cm2/s")
print(f"hop diffusivity ratio (111)/(100) {hop1/hop0:.3g}")
print(f"mass transport G (111) {G1:.2e}, (100) {G0:.2e} m3/s")
print(f"mass transport ratio (111)/(100) {G1/G0:.3g}")
print(f"interface transport Gb {interface_transport(T_ref):.2e} m3/s")
print(f"void half-width {a0:.0f}, height {H0:.0f}, half-period {L0:.0f} nm")
print(f"adhesion W {W0:.1f}, wall energy g {g0:.1f} J/m2, pressure {P0/1e6:.0f} MPa")
print(f"equilibrium half-width {ae:.1f} nm, height {He:.1f} nm")
print(f"largest bonded fraction by surface diffusion alone {1-ae/L0:.3f}")
for face, G in (("111", G1), ("100", G0)):
    width = np.sqrt(ae**2 + (a0**2 - ae**2) * np.exp(-hold / tau_surface(G, T_ref)))
    print(f"({face}) 200 C: tau {tau_surface(G, T_ref):.3g} s, "
          f"bonded after 1 h {1-width/L0:.3f}")
print(f"target bonded fraction {target_fraction:.1f} in {hold/60:.0f} min")
for face in channels:
    print(f"surface only, {face}: needs {T_surf[face]-273.15:.1f} C")
for face in ("111", "100"):
    left = full_time(face, T_full[face])[1]
    print(f"with interface, {face}: needs {T_full[face]-273.15:.1f} C, "
          f"void volume left {left:.3f}")
print(f"T(100)-T(111): surface only {T_surf['100']-T_surf['111']:.1f} K, "
      f"with interface {T_full['100']-T_full['111']:.1f} K")
print(f"time to remove residual void at 200 C {removal/3600:.3g} h")
print(f"void suction W/He {W0/(He*1e-9)/1e6:.0f} MPa")
print(f"(111) temperature if activation is 0.1 eV lower "
      f"{surface_temperature('111', 0.1)-273.15:.1f} C")
print(f"(111) temperature if activation is 0.1 eV higher "
      f"{surface_temperature('111', -0.1)-273.15:.1f} C")
print(f"wall/terrace loss, (111) terrace with (100) wall: "
      f"start {H0/(2*a0)*G1/G0:.3g}, end {area/a_end/(2*a_end)*G1/G0:.3g}")
print(f"elastic modulus used {modulus/1e9:.0f} GPa")
print(f"elastic closure needs {p_close/1e9:.2f} GPa, "
      f"adhesion supplies {p_adhere/1e9:.2f} GPa")
print(f"step spacing at 1 degree miscut {c1['rise']/10/np.tan(np.pi/180):.1f} nm")
print("every check passed")
```

Output:

```
Cu neighbour distance 0.2556 nm, bulk energy -3.544 eV
energy gained at a kink -3.544 eV
(111) unrelaxed surface energy 1.27 J/m2
(111) adatom: formation 0.859, hop 0.044 eV
(111) vacancy: formation 0.668, jump 0.605 eV
(111) formation+migration, adatom hop 0.903 eV
(111) formation+migration, vacancy 1.272 eV
(100) unrelaxed surface energy 1.36 J/m2
(100) adatom: formation 0.636, hop 0.440 eV
(100) vacancy: formation 0.546, jump 0.387 eV
(100) formation+migration, adatom hop 1.076 eV
(100) formation+migration, vacancy 0.934 eV
(100) adatom exchange barrier 0.954 eV
attempt frequency 5.0e+12 1/s; reference temperature 200 C
adatom hop diffusivity (111) 2.76e-04, (100) 6.76e-08 cm2/s
hop diffusivity ratio (111)/(100) 4.08e+03
mass transport G (111) 8.21e-27, (100) 6.93e-27 m3/s
mass transport ratio (111)/(100) 1.19
interface transport Gb 9.60e-27 m3/s
void half-width 100, height 5, half-period 200 nm
adhesion W 2.5, wall energy g 1.5 J/m2, pressure 1 MPa
equilibrium half-width 17.3 nm, height 28.9 nm
largest bonded fraction by surface diffusion alone 0.913
(111) 200 C: tau 562 s, bonded after 1 h 0.911
(100) 200 C: tau 666 s, bonded after 1 h 0.907
target bonded fraction 0.8 in 60 min
surface only, 111: needs 175.4 C
surface only, 100: needs 179.6 C
surface only, equal coverage: needs 71.2 C
with interface, 111: needs 165.4 C, void volume left 0.762
with interface, 100: needs 167.5 C, void volume left 0.720
T(100)-T(111): surface only 4.2 K, with interface 2.1 K
time to remove residual void at 200 C 3.33 h
void suction W/He 87 MPa
(111) temperature if activation is 0.1 eV lower 123.7 C
(111) temperature if activation is 0.1 eV higher 227.4 C
wall/terrace loss, (111) terrace with (100) wall: start 0.0296, end 0.185
elastic modulus used 150 GPa
elastic closure needs 1.88 GPa, adhesion supplies 1.09 GPa
step spacing at 1 degree miscut 12.0 nm
every check passed
```
